# Static Gaussian Kubo–Toyabe relaxation and its decoupling in a longitudinal field

A positive muon stops in a solid at time zero with its spin polarized along \(z\). At its site it feels a magnetic field from the surrounding nuclear moments, which differs from one muon to the next. The measured quantity is the polarization along \(z\), averaged over all muons. The problem is to find this average as a function of time, first for a general field applied along \(z\) and then without it.

The model rests on these assumptions.

- The local field is classical and static. The muon does not move, does not act back on the nuclei and does not become entangled with them.
- The three Cartesian components of the local field are independent Gaussian variables with zero mean and the same rms value \(B_{\rm rms}\).
- An applied field \(B_0\) along \(z\) adds to the local field without changing its distribution.

For nuclear moments the first and third assumptions are approximations, because the nuclear spins themselves precess in the dipole field of the muon and in the applied field. The early decay and the first dip are not very sensitive to this, but the long-time values can be. A muon coupled by the dipole interaction to six spin-1/2 nuclei at the corners of an octahedron, treated quantum mechanically and averaged over orientations, has its zero-field dip close to the place and depth found in (e), but afterwards oscillates about roughly 0.2 instead of settling at \(1/3\). With only two such neighbours on a line, as in F–μ–F, the polarization oscillates about roughly \(1/2\). The tails derived below belong to the static classical model and should not be carried over to a given material without checking that its local fields are in fact frozen on the time scale observed.

Fields are expressed as angular frequencies. With \(\gamma_\mu>0\) the muon gyromagnetic ratio, let \(\boldsymbol\omega=\gamma_\mu\mathbf B\) for the total field, \(\omega=|\boldsymbol\omega|\), \(\Delta=\gamma_\mu B_{\rm rms}\), \(\omega_0=\gamma_\mu B_0\ge 0\) and \(b=\omega_0/\Delta\). Note that \(\Delta\) is the width of one component, not of the field's magnitude. Angle brackets denote the average over the distribution of \(\boldsymbol\omega\), a Gaussian centred at \((0,0,\omega_0)\).

## (a) One muon in one field

**Find \(P_z(t)\) for a muon in a fixed field \(\boldsymbol\omega\), starting from the spin Hamiltonian.**

**Solution.** The moment of the positive muon is parallel to its spin, so

\[
H=-\tfrac{\hbar}{2}\,\boldsymbol\omega\cdot\boldsymbol\sigma .
\]

The Heisenberg equation with \([\sigma_j,\sigma_k]=2i\epsilon_{jkl}\sigma_l\) (repeated indices summed) gives

\[
\frac{d\sigma_k}{dt}=\frac{i}{\hbar}[H,\sigma_k]
=-\frac{i}{2}\,\omega_j\,(2i\epsilon_{jkl}\sigma_l)
=\epsilon_{jkl}\,\omega_j\sigma_l=(\boldsymbol\sigma\times\boldsymbol\omega)_k .
\]

The polarization \(\mathbf P=\langle\boldsymbol\sigma\rangle_{\rm spin}\) therefore obeys \(\dot{\mathbf P}=\mathbf P\times\boldsymbol\omega\): it turns about the field at the rate \(\omega\).

Let \(\theta\) be the angle between the field and \(z\), and \(\mathbf n=\boldsymbol\omega/\omega\). Write \(\hat{\mathbf z}=\mathbf n\cos\theta+\mathbf e\sin\theta\), with \(\mathbf e\) a unit vector perpendicular to \(\mathbf n\). The part along \(\mathbf n\) is constant. The part along \(\mathbf e\) becomes \(\mathbf e\cos\omega t\) plus a vector along \(\mathbf n\times\mathbf e\), which is perpendicular to \(\hat{\mathbf z}\) and does not contribute. Projecting on \(\hat{\mathbf z}\),

\[
P_z(t)=\cos^2\theta+\sin^2\theta\cos\omega t
=1-\frac{\omega_\perp^2}{\omega^2}\,(1-\cos\omega t),
\qquad \omega_\perp^2=\omega_x^2+\omega_y^2 .
\]

## (b) An equation for the slope of the average

**Let \(G(t)=\langle P_z(t)\rangle\). The factor \(1/\omega^2\) makes a direct average awkward. Differentiate to remove it, and find a first-order differential equation for the slope in terms of \(C(t)=\langle\cos\omega t\rangle\).**

**Solution.** All moments of a Gaussian are finite, so the derivative may be taken inside the average:

\[
G'(t)=-J(t),\qquad
J=\Big\langle\omega_\perp^2\,\frac{\sin\omega t}{\omega}\Big\rangle,\qquad
J'=\langle\omega_\perp^2\cos\omega t\rangle .
\]

The \(x\) component has zero mean, and its Gaussian weight \(w=e^{-\omega_x^2/2\Delta^2}\) satisfies \(\omega_x w=-\Delta^2\,\partial w/\partial\omega_x\). Integration by parts, with vanishing boundary terms, gives

\[
\langle\omega_x f\rangle=\Delta^2\Big\langle\frac{\partial f}{\partial\omega_x}\Big\rangle .
\]

Take \(f=\omega_x\cos\omega t\). Since \(\partial\omega/\partial\omega_x=\omega_x/\omega\),

\[
\langle\omega_x^2\cos\omega t\rangle
=\Delta^2 C-\Delta^2 t\,\Big\langle\omega_x^2\,\frac{\sin\omega t}{\omega}\Big\rangle .
\]

The same holds for \(y\). The sum of the two is

\[
J'+\Delta^2 t\,J=2\Delta^2 C,\qquad J(0)=0 .
\]

## (c) The average cosine

**Find \(C(t)\) for \(\omega_0>0\).**

**Solution.** First find the density \(p(\omega)\) of the field magnitude. With \(u=\cos\theta\), the exponent of the Gaussian is \(-(\omega^2+\omega_0^2-2\omega\omega_0u)/2\Delta^2\), and the volume element is \(2\pi\omega^2\,d\omega\,du\). The angular integral is

\[
\int_{-1}^{1}e^{\omega\omega_0u/\Delta^2}du
=\frac{\Delta^2}{\omega\omega_0}\left(e^{\omega\omega_0/\Delta^2}-e^{-\omega\omega_0/\Delta^2}\right).
\]

Multiplying by \(2\pi\omega^2(2\pi\Delta^2)^{-3/2}\) and completing the squares,

\[
p(\omega)=\frac{\omega}{\omega_0}\,[\,g(\omega-\omega_0)-g(\omega+\omega_0)\,],
\qquad g(\nu)=\frac{e^{-\nu^2/2\Delta^2}}{\sqrt{2\pi}\,\Delta}.
\]

In the second term of \(\int_0^\infty p\cos\omega t\,d\omega\), replace \(\omega\) by \(-\omega\). Because \(g\) is even and the factor \(\omega\) is odd, that term becomes the missing negative half of the first:

\[
C=\frac1{\omega_0}\int_{-\infty}^{\infty}\omega\cos(\omega t)\,g(\omega-\omega_0)\,d\omega
=\frac1{\omega_0}\frac{d}{dt}\int_{-\infty}^{\infty}\sin(\omega t)\,g(\omega-\omega_0)\,d\omega .
\]

Put \(\omega=\omega_0+\nu\) and expand the sine. The term odd in \(\nu\) vanishes, leaving \(\sin(\omega_0t)\,I(t)\) with \(I=\int g(\nu)\cos\nu t\,d\nu\). Integration by parts as in (b) gives \(I'=-\int\nu g\sin\nu t\,d\nu=-\Delta^2tI\). With \(I(0)=1\), this means \(I=e^{-\Delta^2t^2/2}\). Hence

\[
C=\frac1{\omega_0}\frac{d}{dt}\left[e^{-\Delta^2t^2/2}\sin\omega_0t\right]
=e^{-\Delta^2t^2/2}\left[\cos\omega_0t-\frac{\Delta^2t}{\omega_0}\sin\omega_0t\right].
\]

## (d) The relaxation function in a longitudinal field

**Solve for \(J\), then for \(G\).**

**Solution.** Multiply the equation of (b) by \(e^{\Delta^2t^2/2}\). The left side becomes a total derivative, and the Gaussian in \(C\) cancels:

\[
\frac{d}{dt}\left[e^{\Delta^2t^2/2}J\right]
=2\Delta^2\left[\cos\omega_0t-\frac{\Delta^2t}{\omega_0}\sin\omega_0t\right].
\]

Integrate from 0 to \(t\), using

\[
\int_0^t s\sin\omega_0s\,ds=-\frac{t\cos\omega_0t}{\omega_0}+\frac{\sin\omega_0t}{\omega_0^2}.
\]

The result is

\[
J=2\Delta^2e^{-\Delta^2t^2/2}\left[\frac{\sin\omega_0t}{\omega_0}
+\frac{\Delta^2(\omega_0t\cos\omega_0t-\sin\omega_0t)}{\omega_0^3}\right].
\]

Now \(G(t)=1-\int_0^tJ\,ds\). The first two terms in the bracket combine into a derivative, because

\[
-\frac{d}{ds}\left[e^{-\Delta^2s^2/2}\cos\omega_0s\right]
=e^{-\Delta^2s^2/2}\,(\omega_0\sin\omega_0s+\Delta^2s\cos\omega_0s).
\]

They contribute \([1-e^{-\Delta^2t^2/2}\cos\omega_0t]/\omega_0^2\) to the integral of the bracket with its Gaussian. The last term remains as an integral. With the prefactor \(-2\Delta^2\),

\[
G(t)=1-\frac{2\Delta^2}{\omega_0^2}\left[1-e^{-\Delta^2t^2/2}\cos\omega_0t\right]
+\frac{2\Delta^4}{\omega_0^3}\int_0^te^{-\Delta^2s^2/2}\sin\omega_0s\,ds .
\]

## (e) Zero applied field

**Take \(\omega_0\to0\). Find \(G\), its minimum and its long-time value. Which of these features depend on the Gaussian shape?**

**Solution.** The separate terms of \(G\) diverge in this limit, but \(J\) is well behaved. With \(x=\omega_0t\), \(x\cos x-\sin x=(x-x^3/2)-(x-x^3/6)+\dots=-x^3/3+\dots\), so the bracket in \(J\) tends to \(t-\Delta^2t^3/3\), and

\[
G'(t)=-J=\tfrac23\,\Delta^2t\,(\Delta^2t^2-3)\,e^{-\Delta^2t^2/2}.
\]

To integrate, note that

\[
\frac{d}{dt}\left[(1-\Delta^2t^2)e^{-\Delta^2t^2/2}\right]
=(-2\Delta^2t-\Delta^2t+\Delta^4t^3)\,e^{-\Delta^2t^2/2},
\]

which is \(\Delta^2t(\Delta^2t^2-3)e^{-\Delta^2t^2/2}\). The condition \(G(0)=1\) fixes the constant:

\[
G(t)=\frac13+\frac23\,(1-\Delta^2t^2)\,e^{-\Delta^2t^2/2}.
\]

This is the static Gaussian Kubo–Toyabe function. For \(t>0\) its slope is negative up to \(\Delta t=\sqrt3\) and positive afterwards. There is thus one minimum,

\[
t_{\min}=\frac{\sqrt3}{\Delta},\qquad
G(t_{\min})=\frac13-\frac43e^{-3/2}\approx0.0358,
\]

followed by a rise to \(1/3\).

The tail has a geometrical origin. The spin component along the local field is conserved and keeps the share \(\cos^2\theta\) of the initial polarization. For isotropic fields \(\langle\cos^2\theta\rangle=1/3\), since the three squared direction cosines have equal averages and add to 1. The rest dephases because the precession frequencies are spread continuously.

The value \(1/3\) therefore does not require a Gaussian. It requires \(\langle\cos^2\theta\rangle=1/3\), for which isotropy is sufficient, and a continuous spread of field magnitudes. The depth of the minimum, which does not depend on the unit of width, does depend on the shape. For an isotropic distribution with magnitude density \(4a\omega^2/[\pi(a^2+\omega^2)^2]\), the Lorentzian case of width \(a\), numerical averaging puts the minimum at \(at=2.000\), with \(G=0.2431\), against 0.0358 for the Gaussian, and the tail is again \(1/3\). The position \(at=2.000\) cannot be compared directly with \(\Delta t=\sqrt3\), because \(a\) and \(\Delta\) are different measures of width: for this distribution \(\langle\omega^2\rangle\) diverges, so it has no rms value. If instead the Gaussian is kept but its \(z\) width is doubled, the fields lie closer to the \(z\) axis and the computed tail is 0.527.

The argument for \(1/3\) also assumes that the direction of the local field stays fixed. If the local field turns slowly compared with the precession, the spin component along it follows the field, so its projection on \(z\) changes with time.

## (f) The first minimum in an applied field

**How does the first minimum move when \(\omega_0>0\)?**

**Solution.** Multiply the bracket in \(J\) by \(\omega_0^3/\Delta^2\) and set it to zero, with \(x=\omega_0t\):

\[
b^2\sin x+x\cos x-\sin x=0 .
\]

On \(0<x<\pi\) the sine is positive, and division by it gives

\[
x\cot x=1-b^2 .
\]

The derivative of the left side is \((\tfrac12\sin2x-x)/\sin^2x\), which is negative because \(\sin2x<2x\). The left side thus falls steadily from 1 to \(-\infty\), and there is one root on this interval for every \(b>0\). Before it \(J>0\) and \(G\) falls; after it \(G\) rises. The root is the first minimum.

- For \(b\to0\), \(x\cot x\approx1-x^2/3\), so \(x\approx\sqrt3\,b\) and \(t\to\sqrt3/\Delta\), as in (e).
- For \(b=1\), \(\cot x=0\), so \(t=\pi/(2\Delta)\).
- For \(b\to\infty\), \(x\to\pi\), so \(t\) approaches \(\pi/\omega_0\), half a precession period in the applied field.

The value \(\sqrt3/\Delta\) is therefore the zero-field limit. A weak field changes it little: at \(b=0.5\) the dip comes only 2.5% earlier. As \(b\) grows, the time scale of the dip passes from the random width to the applied field.

## (g) Decoupling: the long-time polarization

**Find \(G_\infty=\lim_{t\to\infty}G\) as a function of \(b\), show how it varies with field, and find its weak- and strong-field forms.**

**Solution.** The term with \(\cos\omega_0t\) dies out. In the remaining integral put \(\tau=\Delta s\):

\[
G_\infty=1-\frac2{b^2}+\frac{2S}{b^3},\qquad
S(b)=\int_0^\infty e^{-\tau^2/2}\sin b\tau\,d\tau .
\]

Differentiate \(S\) with respect to \(b\) and integrate by parts, using \(\tau e^{-\tau^2/2}=-\,d(e^{-\tau^2/2})/d\tau\):

\[
S'=\int_0^\infty\tau e^{-\tau^2/2}\cos b\tau\,d\tau=1-bS,\qquad S(0)=0 .
\]

The integrating factor \(e^{b^2/2}\) gives

\[
S=e^{-b^2/2}\int_0^be^{q^2/2}dq=\sqrt2\,D\!\left(\frac{b}{\sqrt2}\right),
\qquad D(y)=e^{-y^2}\int_0^ye^{r^2}dr ,
\]

where \(D\) is the Dawson function and \(q=\sqrt2\,r\). Hence

\[
G_\infty=1-\frac2{b^2}+\frac{2\sqrt2}{b^3}\,D\!\left(\frac{b}{\sqrt2}\right).
\]

For the variation with field, put \(q=bv\), which gives \(S=b\int_0^1E\,dv\) with \(E=e^{-b^2(1-v^2)/2}\). Since \(dE/dv=b^2vE\), integration by parts yields

\[
2\int_0^1v^2E\,dv=\frac2{b^2}\int_0^1v\,\frac{dE}{dv}\,dv
=\frac2{b^2}\left(1-\frac Sb\right)=1-G_\infty .
\]

For each \(v<1\), \(E\) decreases as \(b\) grows. The lost polarization \(1-G_\infty\) thus decreases steadily, and the tail rises from \(1/3\) towards 1. This is the decoupling: the applied field turns the total field towards \(z\), so that a larger part of the spin is conserved.

For weak fields, \(E\approx1-b^2(1-v^2)/2\), and

\[
1-G_\infty\approx\frac23-b^2\left(\frac13-\frac15\right),\qquad
G_\infty\approx\frac13+\frac{2b^2}{15}.
\]

For strong fields, iterate \(S=(1-S')/b\). The first step is \(S\approx1/b\), so \(S'\approx-1/b^2\) and \(S\approx1/b+1/b^3\). Then

\[
G_\infty\approx1-\frac2{b^2}+\frac2{b^4}.
\]

The leading loss \(2/b^2\) is \(\langle\omega_\perp^2\rangle/\omega_0^2\), the mean squared tilt of the total field.

## (h) Early times and strong fields

**Does the applied field change the initial curvature of \(G\)? What does the curve look like for \(b\gg1\)?**

**Solution.** To third order in \(t\), the bracket in \(J\) is \(t-\omega_0^2t^3/6-\Delta^2t^3/3\). The Gaussian prefactor adds \(-\Delta^2t^3/2\), so

\[
J\approx2\Delta^2\left[t-\frac{(\omega_0^2+5\Delta^2)\,t^3}{6}\right],\qquad
G\approx1-\Delta^2t^2+\frac{\Delta^2(5\Delta^2+\omega_0^2)}{12}\,t^4 .
\]

The curvature at \(t=0\) does not depend on the applied field, which first enters at order \(t^4\). Decoupling is therefore not seen at the very start of the curve.

For \(b\gg1\), consider the integral left in \(G\). Its integrand oscillates with decreasing amplitude, so its magnitude is at most that of the first half-cycle, which is below \(2/\omega_0\). Omitting the term thus changes \(G\) by less than \(4/b^4\):

\[
G(t)\approx1-\frac2{b^2}\left[1-e^{-\Delta^2t^2/2}\cos\omega_0t\right].
\]

This is a small ripple at the applied frequency, damped in a time of order \(1/\Delta\), about a level close to 1.

## (i) A numerical case

**Take \(B_{\rm rms}=0.5\) mT. Find the zero-field minimum and describe the decoupling for fields up to 5 mT.**

**Solution.** These are model parameters, not those of a particular material. With \(\gamma_\mu=0.8516\) rad/(μs mT),

\[
\Delta=0.8516\times0.5=0.4258\ \mu{\rm s}^{-1},\qquad
t_{\min}=\frac{1.7321}{0.4258}=4.068\ \mu{\rm s}.
\]

At \(B_0=0.5\) mT, \(b=1\), and (f) gives \(t=\pi/(2\times0.4258)=3.689\) μs. The other minima follow from the root of \(x\cot x=1-b^2\).

| \(B_0\) (mT) | \(b\) | first minimum (μs) | \(G\) there | \(G_\infty\) |
|---|---|---|---|---|
| 0 | 0 | 4.068 | 0.036 | 0.333 |
| 0.5 | 1 | 3.689 | 0.201 | 0.450 |
| 1.0 | 2 | 2.884 | 0.486 | 0.660 |
| 2.5 | 5 | 1.417 | 0.860 | 0.923 |
| 5.0 | 10 | 0.730 | 0.961 | 0.980 |

At \(b=10\) the strong-field form gives \(1-0.02+0.0002=0.9802\), in agreement with the last row. At \(b=1\) the weak-field form gives \(1/3+2/15=0.467\), which is 0.017 above the full result; \(b=1\) is already too large for it.

The tail reaches \(2/3\), halfway between its zero-field value and 1, at \(b=2.035\), or \(B_0=1.018\) mT. It reaches 0.9 at \(b=4.344\), or \(B_0=2.172\) mT. In this model, a field of a few times \(B_{\rm rms}\) is thus enough to hold most of the polarization.

The values of \(G(t)\) also show when the tail can be read off. In zero field \(G=0.312\) at 8 μs and 0.333 at 12 μs, so a record that ends near the minimum does not show the recovery. At 2.5 mT, \(G\) is 0.926 at 6 μs, slightly above its final 0.923: the ripple of (h) has not quite died out.

The numerical check averages the single-muon result of (a) directly over the field vectors. At the sampled times and fields it agrees with the formulas of (d) and (e) to within rounding error.

## Values computed for the example and the checks

```
rms field component = 0.500 mT
muon gyromagnetic ratio = 0.851615 rad/(us mT)
Delta = 0.425808 1/us
zero-field minimum: Delta*t = 1.732051 (no unit)
largest formula-quadrature difference = 3.9e-15 (no unit)
B0 (mT) | b | first minimum (us) | G there | tail
0.0 | 0.0 | 4.0677 | 0.03583 | 0.33333
0.5 | 1.0 | 3.6890 | 0.20093 | 0.44956
1.0 | 2.0 | 2.8835 | 0.48592 | 0.66000
2.5 | 5.0 | 1.4169 | 0.85985 | 0.92335
5.0 | 10.0 | 0.7304 | 0.96135 | 0.98020
t (us) | G at 0 mT | G at 0.5 mT | G at 2.5 mT
1.0 | 0.83182 | 0.83432 | 0.88601
2.0 | 0.46079 | 0.49136 | 0.90028
4.0 | 0.03620 | 0.20827 | 0.91204
6.0 | 0.19239 | 0.37891 | 0.92624
8.0 | 0.31197 | 0.44452 | 0.92330
12.0 | 0.33330 | 0.44956 | 0.92335
tail 2/3: b = 2.0354, B0 = 1.0177 mT
tail 0.9: b = 4.3441, B0 = 2.1720 mT
strong-field tail 1-2/b^2+2/b^4 at b=10: 0.980200 (no unit)
Lorentzian minimum: a*t = 2.000, G = 0.2431 (no unit)
zero-field tail, z width doubled = 0.52720 (no unit)
```
